\section*{Why Force Reflection Attracts the Dimer Method to Index-One Saddles}

Let $V(R)$ be the potential energy of the atoms as a function of their Cartesian coordinates, collected in a vector $R$. The nuclei are treated classically and $V$ is taken as given, three times continuously differentiable. Write $g=\nabla V$ for the gradient, $F=-g$ for the force and $H$ for the Hessian, the matrix of second derivatives. Its orthonormal eigenvectors are $v_i$ and its eigenvalues, called curvatures here, are $\lambda_1<\lambda_2\le\lambda_3\le\dots$. The lowest curvature is assumed simple, so that $N=v_1$ is defined up to its sign. A stationary point has $F=0$; it is nondegenerate if no $\lambda_i$ vanishes there, and its index is the number of negative curvatures. A migration saddle has index one: the energy falls along one mode and rises along all others. In a free molecule or a periodic cell, rigid translations, and for a free molecule also rotations, have zero curvature at every stationary point. In full Cartesian coordinates no such point is then nondegenerate, and $\lambda_2=0$ at a saddle. These motions are assumed to be removed, for instance by fixing enough atomic coordinates, and $R$ collects the coordinates that remain.

The form of the dimer method studied here moves the atoms with a reflected force everywhere,
\begin{equation}
\frac{dR}{ds}=PF,\qquad P=I-2NN^{T}.
\label{flow}
\end{equation}
The parameter $s$ is time divided by a friction constant, so its unit is that of length squared over energy. Since $PN=-N$ and $Pv_i=v_i$ for $i\ge2$, the force component along the lowest mode is reversed and the others are kept. The sign of $N$ drops out of $NN^T$. Moreover
\begin{equation}
P^2=I-4NN^T+4N(N^TN)N^T=I ,
\end{equation}
and $P$ is symmetric, so $|PF|^2=F^TP^2F=|F|^2$. If $PF=0$, then $F=P^2F=0$. Where $N$ is defined, reflection therefore neither creates nor removes stationary points. At a nondegenerate one it reverses the stability along $N$ and leaves that along the other modes unchanged.

The mode $N$ can be found without the Hessian. Place two images of the system at $R\pm\Delta n$, with $n$ a unit vector. Here and in the later expansions in $\Delta$, $V$ is assumed to have as many continuous derivatives as the stated orders require. The odd Taylor terms cancel in the sum of the two energies:
\begin{equation}
V(R+\Delta n)+V(R-\Delta n)=2V(R)+\Delta^2\,n^THn+O(\Delta^4).
\end{equation}
With $n=\sum_i c_iv_i$ and $\sum_i c_i^2=1$,
\begin{equation}
n^THn=\sum_i\lambda_ic_i^2=\lambda_1+\sum_{i\ge2}(\lambda_i-\lambda_1)c_i^2 .
\end{equation}
This is smallest for $n=\pm N$. Rotating the dimer at fixed centre to its lowest energy thus yields the lowest mode as $\Delta\to0$. The end forces suffice for the rotation, because
\begin{equation}
h(n)=\frac{g(R+\Delta n)-g(R-\Delta n)}{2\Delta}=Hn+O(\Delta^2),
\end{equation}
and the dimer energy is stationary on the unit sphere when $h(n)$ is parallel to $n$. For a small tilt $n=N+\sum_{i\ge2}\epsilon_iv_i$, the part of $Hn$ perpendicular to $n$ is $\sum_{i\ge2}(\lambda_i-\lambda_1)\epsilon_iv_i$ to first order. It has to balance a term of order $\Delta^2$, so $\epsilon_i=O(\Delta^2)/(\lambda_i-\lambda_1)$. The tilt is thus at most of order $\Delta^2$. A small gap $\lambda_i-\lambda_1$ amplifies the component along $v_i$, unless the term it has to balance vanishes, for instance by symmetry.

Now let $R_*$ be a nondegenerate stationary point and put $R=R_*+r$. The force is $F=-Hr+O(r^2)$, with $H$ taken at $R_*$. The mode also turns with position. Perturbation theory gives, for a displacement that changes the Hessian by $dH$,
\begin{equation}
dN=\sum_{i\ge2}v_i\,\frac{v_i^T\,dH\,N}{\lambda_1-\lambda_i},
\end{equation}
which is finite because $\lambda_1$ is simple. Hence $P(R)=P(R_*)+O(r)$. This change multiplies a force that is itself $O(r)$, and enters only at second order:
\begin{equation}
\frac{dr}{ds}=-PHr+O(r^2).
\end{equation}
From $PHv_1=-\lambda_1v_1$ and $PHv_i=\lambda_iv_i$ for $i\ge2$, the components $r_i=v_i^Tr$ obey, to linear order,
\begin{equation}
r_1(s)=r_1(0)\,e^{\lambda_1s},\qquad r_i(s)=r_i(0)\,e^{-\lambda_is}\quad(i\ge2).
\label{linear}
\end{equation}
Under the unreflected force the first component would be $r_1(0)e^{-\lambda_1s}$. All components in (\ref{linear}) decay if and only if $\lambda_1<0<\lambda_2$. Since no exponent is zero, the linear terms decide the stability of the full flow near $R_*$. A nondegenerate stationary point with simple $\lambda_1$ is therefore locally attracting precisely when its index is one. A minimum has $\lambda_1>0$ and now repels along its softest mode. A point of index two or more has $\lambda_2<0$ and repels along $v_2$, because one reflection repairs one unstable direction. For example, $U=\cos u+\tfrac12\cos v+0.2\,uv$, in dimensionless variables, has a maximum at the origin with curvatures $-0.75\pm\sqrt{0.25^2+0.2^2}$, or $-1.070$ and $-0.430$. The exponents of the reflected flow are $-1.070$ and $+0.430$: it is still unstable.

The attraction extends beyond the linear regime. Along the flow $dF/ds=-H\,dR/ds=-HPF$, so
\begin{equation}
\frac{d}{ds}\frac{|F|^2}{2}=-F^THPF .
\end{equation}
Wherever $\lambda_1<0<\lambda_2$, the matrix $HP$ has eigenvalues $-\lambda_1=|\lambda_1|$ and $\lambda_i=|\lambda_i|$ on the same eigenvectors. With $F_i=v_i^TF$,
\begin{equation}
\frac{d}{ds}\frac{|F|^2}{2}=-\sum_i|\lambda_i|F_i^2 .
\label{decay}
\end{equation}
No derivative of $N$ appears, since it is $F$ that is differentiated and not $PF$. As long as the path stays in the index-one region, the force norm falls wherever it is not zero. The energy need not fall:
\begin{equation}
\frac{dV}{ds}=g^TPF=-F^TPF=F_1^2-\sum_{i\ge2}F_i^2 .
\label{climb}
\end{equation}
It rises when more than half of the squared force lies along $N$.

Equation (\ref{decay}) gives a sufficient condition for convergence from a given start. Let the initial force norm be $F_0>0$. Suppose that every point of the closed ball of radius $F_0/\mu$ around the start has $\lambda_1\le-\mu$ and $\lambda_2\ge\mu$, with $\mu>0$. While the path is in the ball, $d|F|^2/ds\le-2\mu|F|^2$, and therefore $|F(s)|\le F_0e^{-\mu s}$. The speed is $|PF|=|F|$, so the length covered is bounded by
\begin{equation}
L(s)\le\int_0^sF_0e^{-\mu t}\,dt=\frac{F_0}{\mu}\left(1-e^{-\mu s}\right)<\frac{F_0}{\mu}.
\label{length}
\end{equation}
The path cannot reach the surface of the ball at any finite $s$, so the estimate holds for all $s$. A path of finite total length has a limit point, at which $F=0$ by continuity. That point lies in the ball and is an index-one saddle. Its existence is a result of the argument, not an assumption.

Without such a condition, convergence is not guaranteed. Where $\lambda_1=\lambda_2$ the mode is undefined, and $P$ may jump. Nor is the reflected force in general the negative gradient of a modified energy, so the flow cannot be treated as steepest descent on another surface. The decreasing function found above, $|F|^2/2$, is guaranteed to fall only in the index-one region, and its negative gradient is in general not $PF$. The Jacobian of $PF$ is $-PH$, which is symmetric since $P$ and $H$ share eigenvectors, plus the derivative of $P$ acting on $F$. The second part need not be symmetric, whereas the Jacobian of a gradient field must be.

If the rotation is stopped early, the reflection uses some unit vector $n$ instead of $N$. Let $n(R)$ be differentiable near an index-one saddle, with value $n$ there, and let $Q=I-2nn^T$. By the same linearization, the flow is governed by $-QH$. Stability requires all eigenvalues of $QH$ to have positive real part, which holds for $n=N$. As $n$ is turned away from $N$, stability can be lost only if an eigenvalue reaches the imaginary axis. It cannot pass through zero, because $\det(QH)=-\det H>0$. Suppose then that $QHz=i\omega z$ with real $\omega\ne0$ and $z\neq0$. Writing $\sigma=n^THz$,
\begin{equation}
(H-i\omega)z=2\sigma n,\qquad z_i=\frac{2\sigma n_i}{\lambda_i-i\omega},
\end{equation}
where $n_i=v_i^Tn$ and $z_i=v_i^Tz$. Here $\sigma\ne0$, since otherwise the real symmetric $H$ would have an imaginary eigenvalue. Inserting $z_i$ into $\sigma=\sum_in_i\lambda_iz_i$ and dividing by $\sigma$ gives, with $p_i=n_i^2$,
\begin{equation}
1=2\sum_i\frac{p_i\lambda_i}{\lambda_i-i\omega}.
\end{equation}
Subtracting $1=\sum_ip_i$ from both sides yields
\begin{equation}
0=\sum_ip_i\,\frac{\lambda_i+i\omega}{\lambda_i-i\omega}.
\label{circle}
\end{equation}
Each fraction is a number divided by its complex conjugate and has modulus one. The first term has modulus $p_1$, and the others together have modulus at most $1-p_1$. Cancellation requires $p_1\le1/2$. If $\theta$ is the angle between the lines along $n$ and $N$, then $p_1=\cos^2\theta$. Turning $n$ from $N$ to any direction with $\theta<45^\circ$ keeps $p_1>1/2$, so no eigenvalue crosses. Under the continuous flow, the saddle remains attracting for every misalignment below $45^\circ$, in any number of dimensions and for any nonzero curvatures of index one.

In two dimensions this limit is sharp. There $\det(QH)=|\lambda_1|\lambda_2>0$ and
\begin{align}
\operatorname{tr}(QH)&=\lambda_1+\lambda_2-2n^THn\notag\\
&=\lambda_1(1-2\cos^2\theta)+\lambda_2(1-2\sin^2\theta)\notag\\
&=(\lambda_2-\lambda_1)\cos2\theta .
\label{trace}
\end{align}
For a positive determinant, both real parts have the sign of the trace, which changes at $45^\circ$. In more dimensions, the terms $i\ge2$ with nonzero weight in (\ref{circle}) reach their full modulus $1-p_1$ only if they are in phase, which requires equal $\lambda_i$. If $n$ contains stable modes of unequal curvature, the crossing therefore needs $p_1<1/2$, an angle above $45^\circ$.

A computation takes finite steps, $R_{k+1}=R_k+\alpha PF(R_k)$. Near the saddle, with the correct mode, the error component along $v_i$ is multiplied by $1-\alpha|\lambda_i|$ at each step. All factors are below one in magnitude if and only if
\begin{equation}
0<\alpha<\frac{2}{\max_i|\lambda_i|}.
\label{step}
\end{equation}
The stiffest mode limits the step; for small $\alpha$ the softest mode limits the speed. With a misaligned direction the error is multiplied by $I-\alpha QH$ instead. In two dimensions stability requires $\det(I-\alpha QH)=1-\alpha\operatorname{tr}(QH)+\alpha^2\det(QH)<1$, which by (\ref{trace}) means $\alpha<(\lambda_2-\lambda_1)\cos2\theta/(|\lambda_1|\lambda_2)$. This bound vanishes as $\theta\to45^\circ$, so a finite step tolerates a smaller angle than the flow does.

One further choice concerns the force that is reflected. The true force at the midpoint leaves the saddle in place, even if the mode is slightly tilted, because $QF=0$ still implies $F=0$. The mean of the two end forces is instead
\begin{equation}
\bar F=-g-\frac{\Delta^2}{2}\nabla(n\cdot\nabla)^2V+O(\Delta^4),
\end{equation}
with $n$ held fixed in the differentiation. Setting $\bar F=0$ at $R_*+\delta$ and using $g=H\delta$ to first order gives
\begin{equation}
\delta=-\frac{\Delta^2}{2}H^{-1}\nabla(n\cdot\nabla)^2V+O(\Delta^4).
\label{shift}
\end{equation}

A model of an atom hopping between equivalent sites shows the sizes involved. Let $x$ be the coordinate along the hop, $y$ a transverse coordinate and $q$ a coordinate of the surrounding cage, positive when the cage closes and negative when it opens, with
\begin{align}
V={}&\tfrac A2(1-\cos Gx)+\tfrac k2y^2+\tfrac K2q^2\notag\\
&+c\,y\sin Gx+d\,q(1-\cos Gx),\qquad G=2\pi/a .
\end{align}
The round parameters are $a=3$~\AA, $A=1.2$~eV, $k=6$ and $K=4$~eV/\AA$^2$, $c=0.6$ and $d=0.5$~eV/\AA. Minimizing over $y$ and $q$ at fixed $x$ gives $y=-(c/k)\sin Gx$ and $q=-(d/K)(1-\cos Gx)$. The slope of the relaxed energy is then
\begin{equation}
\frac{dV_{\rm rel}}{dx}=G\sin Gx\left[\frac A2-\frac{d^2}{K}(1-\cos Gx)-\frac{c^2}{k}\cos Gx\right].
\end{equation}
The bracket is $0.5375+0.0025\cos Gx$ in eV and is positive. The relaxed energy thus rises from the minimum at the origin up to $x=a/2$ and then falls. Every path to the next site must cross $x=a/2$, so the lowest pass is at $(a/2,0,-2d/K)=(1.5,0,-0.25)$~\AA. Its height is
\begin{equation}
A+\frac K2\frac{4d^2}{K^2}-\frac{4d^2}{K}=A-\frac{2d^2}{K}=1.075\ \text{eV},
\end{equation}
or $103.7$~kJ/mol. At this point $V_{xx}=-(A/2-2d^2/K)G^2=-2.084$~eV/\AA$^2$ and $V_{xy}=-cG=-1.257$~eV/\AA$^2$, while $q$ is uncoupled. The curvatures are $-2.274$, $4.000$ and $6.191$~eV/\AA$^2$, and the lowest mode is $(0.989,0.150,0)$: the unstable motion is tilted from the hop axis.

Start at $(0.9,0.1,0)$~\AA, where the curvatures are $-1.272$, $4.186$ and $6.023$~eV/\AA$^2$. The force is $(-1.156,-1.171,-0.655)$~eV/\AA, and its reflection is $(0.953,-1.058,-1.053)$~eV/\AA. The $x$ component has changed sign. Integrated with an adaptive Runge--Kutta method, the ordinary flow ends at the origin and the reflected flow at the saddle. By (\ref{climb}), the initial $dV/ds$ is minus the scalar product of these two vectors, about $-0.83$~eV$^2$/\AA$^2$. The energy first falls, because the transverse relaxation outweighs the climb, yet it must later rise, since it is $0.872$~eV at the start and $1.075$~eV at the saddle. Between $s=4$ and $5$~\AA$^2$/eV, $\ln|F|$ falls at the rate $2.274$~eV/\AA$^2$, the value of $|\lambda_1|$, the slowest rate in (\ref{linear}). At the start, numerical differentiation of $PF$ gives a curl of length $0.70$~eV/\AA$^2$, so this reflected field has no potential there.

For the convergence condition, take a start displaced from the saddle by $(0.04,0.01,0.02)$~\AA, a distance of $0.046$~\AA. Within $\rho=0.2$~\AA\ of the saddle, with $w=G\rho$, the Hessian elements change by at most
\begin{align}
|\delta V_{xx}|&\le G^2\bigl[0.475\,\text{eV}\,(1-\cos w)+d\rho+c\rho\sin w\bigr],\notag\\
|\delta V_{xy}|&\le cG(1-\cos w),\qquad |\delta V_{xq}|\le dG\sin w .
\end{align}
These bounds are $0.833$, $0.109$ and $0.426$~eV/\AA$^2$. The root of the sum of squares over all matrix elements, off-diagonal ones counted twice, is $1.039$~eV/\AA$^2$. No eigenvalue of a symmetric matrix moves by more than this norm of the change, so $\mu=2.274-1.039=1.235$~eV/\AA$^2$ is admissible. With $F_0=0.125$~eV/\AA, (\ref{length}) bounds the path by $0.102$~\AA. Since $0.102+0.046<0.2$, the required ball lies inside the region examined, and convergence is guaranteed. The integrated path is $0.047$~\AA\ long, less than half the bound.

If $n$ is tilted from $N$ towards the stiffest mode, the remaining mode, of curvature $4.000$~eV/\AA$^2$, decouples and (\ref{trace}) applies to the other two. Near $45^\circ$ the two eigenvalues are complex conjugates, so the growth exponent is minus half the trace, $-\tfrac12(6.191+2.274)\cos2\theta$. It is $-0.148$~eV/\AA$^2$ at $44^\circ$ and $+0.148$~eV/\AA$^2$ at $46^\circ$: a slow inward spiral becomes an outward one. For a tilt towards an equal mixture of the two stable modes, a numerical root search puts the change at $45.3^\circ$.

For the tilt towards the stiffest mode, a finite step requires $\cos2\theta>\alpha\,(2.274\times6.191)/8.465$ with $\alpha$ in \AA$^2$/eV, so $\alpha=0.1$~\AA$^2$/eV tolerates only $\theta<40.2^\circ$. With the correct mode, the step limit (\ref{step}) is $2/6.191=0.323$~\AA$^2$/eV. Forty steps starting from a small error along the stiffest mode multiply it by $0.0021$ for $\alpha=0.30$~\AA$^2$/eV and by $54$ for $\alpha=0.34$~\AA$^2$/eV. A dimer search with $\Delta=0.1$~\AA\ and $\alpha=0.1$~\AA$^2$/eV, begun at $(0.9,0.1,0)$~\AA\ and using gradients alone, brings the midpoint force below $10^{-6}$~eV/\AA\ in 56 steps. The softest factor, $1-0.227=0.773$, suggests $\ln(1.77\times10^6)/|\ln0.773|\approx56$ from the initial norm of $1.77$~eV/\AA, though this estimate ignores the nonlinear early stage and the share of the softest mode in the initial force, so the exact agreement is accidental.

At the saddle the finite dimer is tilted from $N$ by $0.040^\circ$, and by $0.010^\circ$ when $\Delta$ is halved, the factor of four expected from a leading term in $\Delta^2$. With the mean end force, (\ref{shift}) has only a $q$ component, because the other third derivatives involved vanish at the saddle. From $V_{xxq}=-dG^2$ one obtains
\begin{equation}
\delta_q=\frac{\Delta^2dG^2N_x^2}{2K}=0.00268\ \text{\AA},
\end{equation}
against $0.00267$~\AA\ in the search itself. The barrier changes by only $K\delta_q^2/2=1.4\times10^{-5}$~eV, since the energy is stationary at the saddle. The end-force average thus displaces the geometry at order $\Delta^2$ but the energy evaluated at the midpoint only at order $\Delta^4$. The mean of the two end energies is different: it deviates from the saddle energy by about $\Delta^2\lambda_1/2=-0.011$~eV, which is of order $\Delta^2$.
